# What the leading reflectivity deviation of an ultrathin film determines

## Problem

A uniform film of electron density \(n_f\) and thickness \(d\) lies on a thick uniform substrate of known electron density \(n_s\), with vacuum above. Both interfaces are sharp and absorption is neglected. X-rays of wavelength \(\lambda\) arrive at grazing angle \(\theta\) and are reflected specularly, with momentum transfer \(q=4\pi\sin\theta/\lambda\). Let \(R\) be the reflectivity with the film, \(R_F\) that of the bare substrate, and

\[
D(q)=\frac{R(q)}{R_F(q)}-1 .
\]

(a) In the kinematic approximation, find the leading term of \(D\) for \(qd\ll1\). Which property of the film does it determine?

(b) For a model film known to be thinner than 5 nm, on a substrate with \(n_s=700\ \mathrm{e/nm^3}\), a full solution of the wave equation gives \(D=-0.0468\) at \(q=0.5\ \mathrm{nm^{-1}}\) and \(D=-0.2145\) at \(q=1.0\ \mathrm{nm^{-1}}\). What can be said about the film?

## A tempting solution

Let \(z\) point into the material, with \(z=0\) at the top surface. In the kinematic approximation each layer scatters once, and refraction is ignored. A wave scattered at depth \(z\) carries the phase \(e^{iqz}\), so the amplitude is proportional to \(\int n(z)e^{iqz}\,dz\). A vanishingly small damping makes the integral converge deep in the substrate. Integration by parts gives

\[
\int n(z)e^{iqz}\,dz=-\frac{1}{iq}\int n'(z)e^{iqz}\,dz ,
\]

because the density vanishes above the film and the damping removes the deep end. The density rises by \(n_f\) at \(z=0\) and by \(n_s-n_f\) at \(z=d\). The bare substrate has one step \(n_s\) at \(z=0\). The common prefactors cancel in the ratio:

\[
\frac{r}{r_F}=p+(1-p)e^{ix},\qquad p=\frac{n_f}{n_s},\quad x=qd. \tag{1}
\]

Since \(x\) is small, put \(e^{ix}\approx1+ix\). Then \(r/r_F\approx1+i(1-p)x\), and squaring the modulus gives

\[
D\approx(1-p)^2x^2=\frac{(n_s-n_f)^2d^2q^2}{n_s^2}.
\]

The deviation would then measure the contrast times the thickness.

## Where it fails

Equation (1) is right, but the result cannot be. Let \(n_f\to0\), so that the "film" is a layer of vacuum. The substrate surface has merely moved down by \(d\), which changes the phase of the reflected wave and not its intensity. Yet the formula gives \(D=x^2\). It is also positive for every \(p\neq1\), whereas the data in (b) are negative.

The fault is in the order of the expansion. The first-order term of the amplitude is imaginary for real \(p\), so it contributes to the intensity only through its square, at order \(x^2\). The second-order term of the amplitude is real. It interferes with the leading 1 and contributes at the same order. Keeping it,

\[
\frac{r}{r_F}=1+i(1-p)x-\tfrac12(1-p)x^2+O(x^3),
\]

\[
\left|\frac{r}{r_F}\right|^2=1-(1-p)x^2+(1-p)^2x^2+O(x^4)=1-p(1-p)x^2+O(x^4).
\]

The last step uses \((1-p)^2-(1-p)=-p(1-p)\). The interference term outweighs the square for \(0<p<1\) and reverses the sign.

## Solution of (a)

It is safer to square equation (1) before expanding:

\[
\left|\frac r{r_F}\right|^2=p^2+(1-p)^2+2p(1-p)\cos x .
\]

Since \(p^2+(1-p)^2=1-2p(1-p)\), and \(1-\cos x=2\sin^2(x/2)\),

\[
D=-2p(1-p)(1-\cos x)=-4p(1-p)\sin^2\frac{qd}{2}. \tag{2}
\]

With \(1-\cos x=x^2/2-x^4/24+\dots\),

\[
D=-p(1-p)\left[(qd)^2-\frac{(qd)^4}{12}+\dots\right].
\]

The leading term is therefore

\[
\boxed{D\simeq-\frac{q^2M}{n_s^2},\qquad M=n_f(n_s-n_f)d^2.} \tag{3}
\]

With \(n_s\) known, this term determines \(M\): the film density times the film–substrate contrast times the squared thickness. It does not determine the three factors separately. It vanishes for \(n_f=0\), where there is no film, and for \(n_f=n_s\), where the film merely thickens the substrate. A film lighter than the substrate lowers the normalized reflectivity; a denser one has \(M<0\) and raises it.

For \(0<p<1\), the inequality \(p(1-p)\le1/4\) gives a lower bound on the thickness,

\[
d\ge\frac{2\sqrt M}{n_s}.
\]

For each larger \(d\), solving \(n_f(n_s-n_f)=M/d^2\) gives two possible densities:

\[
n_f=\frac{n_s}{2}\left[1\pm\sqrt{1-\frac{4M}{n_s^2d^2}}\right]. \tag{4}
\]

They are exchanged by \(n_f\leftrightarrow n_s-n_f\). This exchange leaves all of equation (2) unchanged, so within the sharp, lossless kinematic model even a complete curve cannot separate the two.

There is a useful reading of \(M\). Treat \(n'(z)/n_s\) as a weight of total 1. Then \(r/r_F=\langle e^{iqz}\rangle\), and

\[
\left|1+iq\langle z\rangle-\tfrac12q^2\langle z^2\rangle\right|^2
=1-q^2\left(\langle z^2\rangle-\langle z\rangle^2\right)+O(q^4). \tag{5}
\]

The leading deviation measures the variance of the depths at which the density changes. Here \(\langle z\rangle=(1-p)d\) and \(\langle z^2\rangle=(1-p)d^2\), so the variance is \(p(1-p)d^2=M/n_s^2\). For \(p>1\) one weight is negative, and this "variance" is negative too.

## Refraction and multiple reflection

The kinematic expansion needs \(q_c\ll q\ll1/d\), where \(q_c=\sqrt{16\pi r_en_s}\) is the critical momentum transfer and \(r_e\) the classical electron radius. Here \(q_c=0.315\ \mathrm{nm^{-1}}\), so the first data point is not far above \(q_c\). The wave equation must be solved to see whether \(M\) survives.

Let \(k_0=q/2\) be the normal wave number in vacuum, and let \(k_1,k_2\) be those in film and substrate:

\[
k_1^2=k_0^2-4\pi r_en_f,\qquad k_2^2=k_0^2-4\pi r_en_s .
\]

Take \(q>q_c\), so that \(k_2\) is real. With transmitted amplitude \(t\) at \(z=d\), the film wave that matches value and slope there is

\[
\psi(z)=t\left[\cos k_1(z-d)+i\frac{k_2}{k_1}\sin k_1(z-d)\right].
\]

At the top, \(1+r=\psi(0)\) and \(ik_0(1-r)=\psi'(0)\). Dividing the second equation by \(ik_0\) and adding the first eliminates \(r\). With \(\varphi=k_1d\),

\[
2=t\left[\left(1+\frac{k_2}{k_0}\right)\cos\varphi-i\left(\frac{k_2}{k_1}+\frac{k_1}{k_0}\right)\sin\varphi\right].
\]

Flux conservation without absorption gives \(1-R=(k_2/k_0)|t|^2\), hence

\[
1-R=\frac{4k_0k_2}{(k_0+k_2)^2\cos^2\varphi+(k_1+k_0k_2/k_1)^2\sin^2\varphi}.
\]

Replace \(\cos^2\varphi\) by \(1-\sin^2\varphi\). The coefficient of \(\sin^2\varphi\) becomes

\[
\left(k_1+\frac{k_0k_2}{k_1}\right)^2-(k_0+k_2)^2
=\frac{(k_1^2-k_0^2)(k_1^2-k_2^2)}{k_1^2}.
\]

The two differences are \(-4\pi r_en_f\) and \(4\pi r_e(n_s-n_f)\), so

\[
1-R=\frac{4k_0k_2}{(k_0+k_2)^2-S},\quad
S=16\pi^2r_e^2\,n_f(n_s-n_f)\frac{\sin^2k_1d}{k_1^2}. \tag{6}
\]

For a thin film \(S\to16\pi^2r_e^2M\). To first order in \(S\), the transmission rises by \(4k_0k_2S/(k_0+k_2)^4\), and \(R\) falls by the same amount. Dividing by \(R_F=(k_0-k_2)^2/(k_0+k_2)^2\) gives

\[
D\simeq-\frac{4k_0k_2\,S}{(k_0^2-k_2^2)^2}.
\]

Since \(k_0^2-k_2^2=4\pi r_en_s\), and \(4k_0k_2=q\,q_s\) with \(q_s=2k_2\),

\[
D\simeq-\frac{q\,q_s\,M}{n_s^2},\qquad q_s=\sqrt{q^2-q_c^2}. \tag{7}
\]

The same combination \(M\) appears, so the conclusion of (a) does not rest on the kinematic approximation. Only the factor \(q^2\) changes, to \(q\,q_s\). For \(q\gg q_c\) the two agree. Below \(q_c\), a lossless substrate reflects totally with or without the film, and \(D=0\).

## Solution of (b)

At \(q=0.5\ \mathrm{nm^{-1}}\), \(q_s=\sqrt{0.25-0.0992}=0.388\ \mathrm{nm^{-1}}\). Equation (7) gives

\[
M\approx\frac{700^2\times0.0468}{0.5\times0.388}\approx1.18\times10^5\ \mathrm{e^2/nm^4}.
\]

The kinematic law (3) would give \(0.92\times10^5\) from the same point. At \(q=1.0\ \mathrm{nm^{-1}}\), equation (7) gives \(1.107\times10^5\); this value is lower because \(qd\) is no longer small.

The next term in \(d\) follows from \(\sin^2(k_1d)/k_1^2\approx d^2(1-k_1^2d^2/3)\). Because \(k_1^2\) contains \(q^2/4\), the estimate of \(M\) falls by the fraction \(q^2d^2/12\), which suggests a linear extrapolation in \(q^2\). With estimates taken from the unrounded values of \(D\), the slope is

\[
\frac{110742-118028}{1.00-0.25}\approx-9715\ \mathrm{e^2/nm^2},
\]

and the intercept is \(118028+0.25\times9715\approx1.205\times10^5\ \mathrm{e^2/nm^4}\).

The data were computed for \(n_f=300\ \mathrm{e/nm^3}\) and \(d=1\ \mathrm{nm}\), for which

\[
M=300\times400\times1^2=1.2\times10^5\ \mathrm{e^2/nm^4}=0.941\ \mathrm{e^2}/a_0^4,
\]

with \(a_0\) the Bohr radius. The extrapolated value is 0.38 % above this.

The slope might seem to supply the missing thickness. It gives \(d=\sqrt{12\times9715/120456}\approx0.984\ \mathrm{nm}\), which is 1.6 % below the true value. The implied product \(n_f(n_s-n_f)=M/d^2\) is then \(1.245\times10^5\ \mathrm{e^2/nm^6}\). This exceeds the largest possible value, \(n_s^2/4=1.225\times10^5\), so equation (4) has no real solution. The data are free of noise; truncating the expansion is enough to spoil the inference. The four-decimal values stated in the problem give \(d\approx0.988\ \mathrm{nm}\) and a product of \(1.236\times10^5\), still above the maximum. Within their rounding, \(d\) runs from 0.978 to 0.997 nm, and near the upper end equation (4) does have real roots, so the outcome also hangs on the last digit. This film is a sensitive case, because its true product, \(1.200\times10^5\), lies close to the maximum.

If \(qd\) is small, as the fit below confirms for a film thinner than 5 nm, the answer to (b) from the leading term is therefore \(M\approx1.2\times10^5\ \mathrm{e^2/nm^4}\), a film lighter than the substrate, and, from the bound with the true \(M\), a thickness of at least about 0.99 nm.

The two data values hold more than this if every printed digit is trusted. Fitting the full equation (6) to both, for films thinner than 5 nm, then confines \(d\) to about 0.99–1.01 nm and \(n_f\) to about 275–425 e/nm³. The limit on the thickness is needed because \(\sin^2k_1d\) is periodic: a film with \(n_f\approx64.14\ \mathrm{e/nm^3}\) and \(d\approx14.556\ \mathrm{nm}\) gives the same two values of \(D\), although its \(M\) is about 70 times larger. An uncertainty of 0.002 in each \(D\) widens these ranges to about 0.98–1.34 nm and 120–580 e/nm³, while \(M\) stays within about 6 % of its true value. Three films with this \(M\), on the same substrate, show what the leading term alone leaves open:

| \(n_f\) (e/nm³) | \(d\) (nm) | \(D\) at 0.5 nm⁻¹ | \(D\) at 3.0 nm⁻¹ |
|---|---|---|---|
| 100 | 1.414 | −0.0458 | −0.355 |
| 300 | 1.000 | −0.0468 | −0.973 |
| 400 | 1.000 | −0.0468 | −0.975 |

Their electrons per area, \(n_fd\), range from 141 to 400 e/nm², yet at \(q=0.5\ \mathrm{nm^{-1}}\) their deviations spread by only 2.3 % of the mean. The first film already departs at \(1.0\ \mathrm{nm^{-1}}\), where it gives \(D=-0.197\) instead of the \(-0.2145\) in the data, and at \(3.0\ \mathrm{nm^{-1}}\) it stands far apart. The other two are the pair exchanged by \(n_f\leftrightarrow n_s-n_f\). Their small remaining difference comes from refraction: in equation (6), \(k_1\) depends on \(n_f\) itself.

## When the leading term no longer isolates \(M\)

**Roughness.** Let the top and buried interfaces have Gaussian widths \(\sigma_1\) and \(\sigma_2\). In equation (5), \(\langle z\rangle\) is unchanged, while \(\langle z^2\rangle\) gains \(p\sigma_1^2+(1-p)\sigma_2^2\). Thus, kinematically,

\[
D\simeq-q^2\left[p(1-p)d^2+p\sigma_1^2+(1-p)\sigma_2^2\right].
\]

Roughness enters at the same order as the film. With both widths equal to 0.3 nm and a sharp reference substrate, it adds \(n_s^2\sigma^2=700^2\times0.09=4.4\times10^4\ \mathrm{e^2/nm^4}\) to the apparent \(M\), or 37 % of the true value. At \(q=1\ \mathrm{nm^{-1}}\) the kinematic shift of \(D\) is \(-0.067\), which is 31 % of \(|D|\). If the measured reference has the same width, both amplitudes carry the same factor \(e^{-q^2\sigma^2/2}\), and it cancels in the kinematic ratio.

**Absorption.** Replace each density \(n_j\) by \(n_j(1-ib_j)\), where \(b_j\) is the ratio of the absorptive to the dispersive part of the refractive-index decrement. Now \(p\) is complex, so the first-order term \(i(1-p)x\) of the amplitude is no longer purely imaginary. Its real part interferes with the leading 1:

\[
D\simeq2\,\mathrm{Re}[i(1-p)]\,x=2qd\,\mathrm{Im}\,p,\qquad
\mathrm{Im}\,p\approx\frac{n_f}{n_s}(b_s-b_f).
\]

This term is linear in \(d\), so for a sufficiently thin film at fixed \(q\) it dominates unless \(b_f=b_s\). For the rough values \(b_f=0.002\) and \(b_s=0.023\), it equals \(+0.018\) at \(q=1\ \mathrm{nm^{-1}}\) and \(d=1\ \mathrm{nm}\). The full wave solution shifts by \(+0.015\), or 7 % of \(|D|\). With these values and at this \(q\), the absorption term outweighs the lossless one only for \(d\) below about 0.08 nm, which is thinner than any real layer.

**The real case.** The densities and thickness are rough values for a short organic monolayer on a silicon wafer, and \(\lambda=0.154\ \mathrm{nm}\) is that of copper K-alpha radiation. At \(q=1\ \mathrm{nm^{-1}}\) the grazing angle is 0.70°. A 1 % error in the intensity scale then changes \(D\) by 3.7 % of its size, and an angular offset of 0.002° in the film scan alone changes it by 4.9 %. Of the effects sized so far, roughness is the largest. A real wafer usually also carries a native oxide beneath the monolayer, which adds a third density step. Equation (5) still applies, but its variance then covers all three steps and no longer equals \(M/n_s^2\). A weak oxide–silicon contrast does not by itself make the resulting shift small, because a deep step counts through its squared depth. A reference wafer with the same oxide removes only part of the shift. For sharp interfaces and an oxide of density \(n_o\) and thickness \(t\), the leading kinematic term of the ratio gives \(M+2n_f(n_s-n_o)\,d\,t\) instead of \(M\). With \(n_o=660\ \mathrm{e/nm^3}\) and \(t=1.5\ \mathrm{nm}\) this is \(1.56\times10^5\ \mathrm{e^2/nm^4}\), 30 % above \(M\). With a sharp, oxide-free reference the leading term would give \(2.15\times10^5\ \mathrm{e^2/nm^4}\), about 80 % above \(M\). Reading \(M\) from a measurement on such a wafer therefore requires a model that includes the oxide and the roughness.

## Table of computed values

```
film density n_f = 300 e/nm^3
substrate density n_s = 700 e/nm^3
thickness d = 1.00 nm, wavelength = 0.154 nm
classical electron radius = 2.8179e-06 nm
p = 0.4286, p(1-p) = 0.2449
critical q_c = 0.3149 1/nm, q_c*d = 0.3149
M = 120000 e^2/nm^4 = 0.9410 e^2/bohr^4
smallest d for this M (0<p<1) = 0.9897 nm
Deviation D: full, kinematic, -q^2 law, -q*q_s law
q=0.5 1/nm: -0.0468 -0.0600 -0.0612 -0.0476
q=1.0 1/nm: -0.2145 -0.2252 -0.2449 -0.2324
q=2.0 1/nm: -0.6876 -0.6936 -0.9796 -0.9674
q=3.0 1/nm: -0.9734 -0.9747 -2.2041 -2.1919
Estimates of M (e^2/nm^4) from simulated full D
q=0.5 1/nm: q^2 law 91682, q*q_s law 118028
q=1.0 1/nm: q^2 law 105108, q*q_s law 110742
extrapolated to q^2=0: 120456, error 0.38 %
d from next order = 0.984 nm
implied n_f(n_s-n_f) = 124464 e^2/nm^6
true n_f(n_s-n_f) = 120000 e^2/nm^6
largest possible, n_s^2/4 = 122500 e^2/nm^6
Films with equal M: full D at q = 0.5 and 3.0 1/nm
n=100 e/nm^3, d=1.414 nm, n*d=141.4 e/nm^2: -0.04575 -0.35507
n=300 e/nm^3, d=1.000 nm, n*d=300.0 e/nm^2: -0.04678 -0.97341
n=400 e/nm^3, d=1.000 nm, n*d=400.0 e/nm^2: -0.04683 -0.97478
relative spread: 2.33 % and 80.7 %
Neglected effects at q = 1.0 1/nm, grazing angle 0.702 deg
bare reflectivity R_F = 6.811e-04
inputs: sigma = 0.3 nm, b_f = 0.002, b_s = 0.023
inputs: scale error 1 %, angle offset 0.002 deg
shift of D, and its size relative to |D|
roughness, both interfaces: -0.0667, 31.1 %
absorption: +0.0154, 7.2 %
intensity scale: +0.0079, 3.7 %
angle offset: -0.0105, 4.9 %
roughness added to apparent M = 44100 e^2/nm^4
Im p = 0.00900
linear absorption term 2qd Im p = 0.0180
```
